# Transverse anisotropy and the zero-field levels of the negative silicon vacancy

## The argument under review

The manuscript concerns the negatively charged silicon vacancy in silicon carbide, whose ground state has spin \(S=3/2\). It reasons as follows. In a spin-1 colour centre, axial anisotropy leaves the states \(m=+1\) and \(m=-1\) degenerate, and transverse anisotropy \(E\) separates them. The silicon vacancy has two such pairs, \(m=\pm3/2\) and \(m=\pm1/2\). A strained or low-symmetry vacancy should therefore show four levels at zero magnetic field, and a splitting of a few MHz within a pair should measure \(E\).

The first sentence of this reasoning is correct. My comments concern whether the rest follows from it.

## Comment 1: the matrix elements must be computed for the right spin

I take the ground state to have no orbital degeneracy and, for now, no coupling to other spins. Energies are divided by \(h\) and given in MHz, and spin operators are dimensionless. "Zero field" means zero magnetic field; static strain and electric fields are allowed. In the principal axes of the anisotropy,

\[
H=D\left[S_z^2-\tfrac13S(S+1)\right]+E\,(S_x^2-S_y^2).
\]

With \(S_x=(S_++S_-)/2\) and \(S_y=(S_+-S_-)/(2i)\), the squares are

\[
S_x^2=\tfrac14(S_+^2+S_-^2+S_+S_-+S_-S_+),
\]
\[
S_y^2=-\tfrac14(S_+^2+S_-^2-S_+S_--S_-S_+).
\]

The mixed products cancel in the difference:

\[
S_x^2-S_y^2=\tfrac12(S_+^2+S_-^2).
\]

The transverse term thus changes \(m\) by two units.

For \(S=1\), two units is the distance from \(-1\) to \(+1\). Since \(S_+^2|{-1}\rangle=\sqrt2\sqrt2\,|{+1}\rangle\), the coupling is \((E/2)\cdot2=E\). Both states have diagonal energy \(D(1-2/3)=D/3\), so they become levels at \(D/3\pm E\), while \(m=0\) stays at \(-2D/3\). The pair is split by \(2|E|\), so the manuscript is right that \(E\) separates it.

For \(S=3/2\), the members of the pair \(\pm3/2\) differ by three units and those of \(\pm1/2\) by one. The transverse term connects neither pair directly. It connects \(3/2\) with \(-1/2\), and \(-3/2\) with \(1/2\). From \(S_+|m\rangle=\sqrt{S(S+1)-m(m+1)}\,|m+1\rangle\),

\[
S_+^2|{-\tfrac12}\rangle=2\sqrt3\,|\tfrac32\rangle,\qquad
S_+^2|{-\tfrac32}\rangle=2\sqrt3\,|\tfrac12\rangle .
\]

Each coupling is therefore \((E/2)\cdot2\sqrt3=\sqrt3E\). The diagonal energies are \(D(9/4-5/4)=D\) for \(|m|=3/2\) and \(D(1/4-5/4)=-D\) for \(|m|=1/2\). In the ordered bases \(\{3/2,-1/2\}\) and \(\{-3/2,1/2\}\), the Hamiltonian consists of two identical blocks,

\[
\begin{pmatrix}D&\sqrt3E\\ \sqrt3E&-D\end{pmatrix}.
\]

The characteristic equation of either block is \(\lambda^2-D^2-3E^2=0\). Hence

\[
\lambda=\pm\Delta,\qquad \Delta=\sqrt{D^2+3E^2},
\]

and each value occurs once in each block. There are two doubly degenerate levels, not four levels, whatever the size of \(E\). Even for \(D=0\), where the anisotropy is purely transverse, the levels are two doublets at \(\pm\sqrt3|E|\).

## Comment 2: the degeneracy is protected by time reversal

The authors might suspect that a less symmetric Hamiltonian would lift the degeneracy. Time reversal settles this. In the standard basis, where \(S_x\) and \(S_z\) are real and \(S_y\) is imaginary, let \(\Theta=UK\), with \(U=e^{-i\pi S_y}\) and \(K\) complex conjugation. Conjugation reverses \(S_y\), and the rotation by \(\pi\) about \(y\) reverses \(S_x\) and \(S_z\), so \(\Theta\mathbf S\Theta^{-1}=-\mathbf S\). Because \(U\) is real,

\[
\Theta^2=UU^*=e^{-2\pi iS_y}=(-1)^{2S}.
\]

This is \(+1\) for \(S=1\) and \(-1\) for \(S=3/2\).

Suppose \(H\psi=\varepsilon\psi\) and \(\Theta H\Theta^{-1}=H\). Then \(H\Theta\psi=\Theta H\psi=\varepsilon\Theta\psi\), since \(\varepsilon\) is real. To see whether \(\Theta\psi\) is a new state, use the antiunitary rule \(\langle\Theta a|\Theta b\rangle=\langle a|b\rangle^*\) with \(a=\psi\) and \(b=\Theta\psi\):

\[
\langle\Theta\psi|\Theta^2\psi\rangle=\langle\psi|\Theta\psi\rangle^*=\langle\Theta\psi|\psi\rangle .
\]

If \(\Theta^2=-1\), the left side is \(-\langle\Theta\psi|\psi\rangle\), so the overlap vanishes and the level is at least twofold degenerate. If \(\Theta^2=+1\), the equation is an identity and gives no protection. This is the difference between the two spins that the manuscript's analogy overlooks.

The same proof applies to the full electronic Hamiltonian, for which \(\Theta^2=(-1)^N\) with \(N\) electrons. Removing a neutral silicon atom takes away 14 electrons, an even number, and the negative charge adds one. Starting from a perfect crystal with an even number of electrons, \(N\) is odd. Spin–orbit coupling, static strain and static electric fields are all even under time reversal, so none of them removes the degeneracy.

## Comment 3: no other zero-field spin term is available

One can also ask whether the Hamiltonian of Comment 1 omits some permitted term. Operators on four spin-3/2 states decompose into tensors of rank 0, 1, 2 and 3, with \(1+3+5+7=16\) components, the full number for Hermitian \(4\times4\) matrices. A Hermitian tensor of rank \(k\) is built from symmetrized products of \(k\) spin components with real coefficients, so it acquires the sign \((-1)^k\) under time reversal. Only ranks 0 and 2 are even. Apart from a constant, the most general zero-field Hamiltonian is

\[
H=\mathbf S\cdot\mathbf D\cdot\mathbf S,
\]

with \(\mathbf D\) real, symmetric and traceless. Rotating to its principal axes gives the diagonal elements \(-D/3+E\), \(-D/3-E\) and \(2D/3\), which reproduce the original form. Furthermore,

\[
\mathrm{Tr}\,\mathbf D^2=\left(-\tfrac D3+E\right)^2+\left(-\tfrac D3-E\right)^2+\tfrac{4D^2}{9}
=\tfrac23(D^2+3E^2).
\]

Each block found above squares to \((D^2+3E^2)\) times the identity. The trace does not depend on the axes, so for any orientation

\[
H^2=\tfrac32\,\mathrm{Tr}(\mathbf D^2)\,\mathbb 1 .
\]

The two doublets merge only if the whole tensor vanishes.

This was tested on fifty random time-even Hamiltonians, made by averaging a random Hermitian matrix with its time-reversed image. All had the quadratic form plus a constant, and no doublet splitting reached \(10^{-10}\) MHz.

There is a consequence for driving the spin. Let \(V\) be a time-even perturbation, such as strain. Its diagonal elements in \(\psi\) and \(\Theta\psi\) are equal, because \(\langle\Theta\psi|V\Theta\psi\rangle=\langle\Theta\psi|\Theta V\psi\rangle=\langle\psi|V\psi\rangle^*\), which is real. For the off-diagonal element, set \(X=\langle\psi|V\Theta\psi\rangle\). Hermiticity gives \(X^*=\langle\Theta\psi|V\psi\rangle\), whereas the antiunitary rule gives

\[
X^*=\langle\Theta\psi|\Theta V\Theta\psi\rangle=\langle\Theta\psi|V\Theta^2\psi\rangle=-\langle\Theta\psi|V\psi\rangle .
\]

Hence \(X=0\). Strain has no direct matrix element between the partners of a doublet at zero field. It can still connect them indirectly: two strain pulses of different symmetry, each resonant with the interval between the doublets, carry \(|\tfrac32\rangle\) through \(|\tfrac12\rangle\) to \(|{-\tfrac32}\rangle\).

## Comment 4: what \(E\) does to the spectrum

The transverse term is still observable. It moves the single interval between the doublets from \(2|D|\) to \(2\Delta\). For \(|E|\ll|D|\), expanding the square root gives

\[
2\Delta-2|D|=2|D|\left(\sqrt{1+\frac{3E^2}{D^2}}-1\right)\approx\frac{3E^2}{|D|}.
\]

The shift is quadratic in \(E\), whereas the spin-1 splitting is linear.

Take the round model parameters \(D=40\) MHz and \(E=10\) MHz, not assigned to a particular vacancy site. Then

\[
\Delta=\sqrt{40^2+3\cdot10^2}\ \text{MHz}=\sqrt{1900}\ \text{MHz}=43.59\ \text{MHz}.
\]

The line lies at 87.18 MHz instead of 80 MHz, a shift of 7.18 MHz. The quadratic estimate is \(3\cdot100/40=7.50\) MHz, about 4.5% above the full shift. It is too large because the next term of the expansion, \(-9E^4/(4|D|^3)\), is negative. A spin-1 centre with the same parameters has lines at 20, 30 and 50 MHz, that is, at \(2E\), \(D-E\) and \(D+E\).

Raising \(E\) to 20 MHz moves the spin-3/2 line to 105.83 MHz, still without splitting either doublet, while the spin-1 pair is 40 MHz apart. At that value \(|E|>|D|/3\), so \(z\) is no longer the principal axis with the largest anisotropy. One could relabel the axes, but \(\Delta\) would not change.

One line cannot determine two parameters. A centre with \(E=0\) and \(|D|=43.59\) MHz would have the same zero-field line as the example. The states differ, however, and a magnetic field reveals this.

## Comment 5: a stray magnetic field can imitate the claimed splitting

Define \(c=D/\Delta=\cos\varphi\) and \(s=\sqrt3E/\Delta=\sin\varphi\). Each block is \(\Delta\) times a matrix with rows \((c,s)\) and \((s,-c)\), and its upper eigenvector is \((\cos\frac\varphi2,\sin\frac\varphi2)\). The upper doublet is therefore

\[
|u_+\rangle=\cos\tfrac\varphi2|\tfrac32\rangle+\sin\tfrac\varphi2|{-\tfrac12}\rangle,
\]
\[
|u_-\rangle=\cos\tfrac\varphi2|{-\tfrac32}\rangle+\sin\tfrac\varphi2|\tfrac12\rangle .
\]

Its weight in \(|m|=1/2\) is \(\sin^2(\varphi/2)=(1-c)/2\). In the example \(c=0.918\), \(s=0.397\), and the weight is 4.1%.

Add the Zeeman term \(g\mu_B\mathbf B\cdot\mathbf S/h\), with an isotropic \(g\) and a field weak compared with the doublet separation. It is odd under time reversal, so the protection is gone. To first order in \(B\), the required elements are

\[
\langle u_+|S_z|u_+\rangle=\tfrac32\,\tfrac{1+c}{2}-\tfrac12\,\tfrac{1-c}{2}=\tfrac12+c,
\]
\[
\langle u_+|S_x|u_-\rangle=2\cdot\tfrac{\sqrt3}{2}\cdot\tfrac s2+\tfrac{1-c}{2}=\tfrac12(1-c+\sqrt3s),
\]
\[
\langle u_+|S_y|u_-\rangle=\tfrac i2(1-c-\sqrt3s).
\]

In the second line, \(\sqrt3/2\) is the element of \(S_x\) between \(|m|=3/2\) and its neighbour, \(s/2=\sin\frac\varphi2\cos\frac\varphi2\), and the last term comes from \(\langle-\frac12|S_x|\frac12\rangle=1\). In the third, the corresponding elements of \(S_y\) are \(-i\sqrt3/2\) and \(+i\). The element of \(S_z\) in \(u_-\) is the negative of that in \(u_+\), and \(S_x\) and \(S_y\) have no diagonal elements here. The splitting is twice the magnitude of the relevant element, so it equals \(g\mu_BB/h\) times

- \(|1-c+\sqrt3s|\), \(|1-c-\sqrt3s|\), \(|1+2c|\) for fields along \(x,y,z\).

The lower eigenvector of a block is \((-\sin\frac\varphi2,\cos\frac\varphi2)\), which amounts to replacing \(c\) by \(-c\) and \(s\) by \(-s\). The lower doublet has the factors

- \(|1+c-\sqrt3s|\), \(|1+c+\sqrt3s|\), \(|1-2c|\).

For \(E=0\) and \(D>0\), these become \(0,0,3\) and \(2,2,1\). In the example they are \(0.77,0.61,2.84\) and \(1.23,2.61,0.84\). The inequality of the \(x\) and \(y\) factors is the signature of \(E\) that the zero-field line lacks.

Consider a stray field of 0.05 mT with \(g=2\), for which \(g\mu_BB/h=1.40\) MHz. Along \(z\), the upper doublet splits by \(2.835\cdot1.400=3.97\) MHz and the lower by \(1.17\) MHz. Along \(y\), the splittings are 0.85 and 3.65 MHz. Full diagonalization agrees with the first-order values to better than 0.001 MHz. This relies on the large doublet separation of the example: for \(D=2.5\) MHz, the size reported for some vacancy sites, and \(E=0\), the same field across the axis gives splittings that differ from the first-order values by about 0.15 MHz.

This is the size of splitting that the manuscript attributes to \(E\). Reading 3.97 MHz as \(2E\) would give \(E\approx2\) MHz, in a model where \(E\) is 10 MHz and the splitting is due to the field. This number is a level splitting; the two lines near 87 MHz that a transverse microwave field drives are separated by the difference \(3.97-1.17=2.80\) MHz. The authors should measure the splitting while varying a small compensating field. A Zeeman splitting goes to zero with the total field; a residue that does not needs another explanation.

## Comment 6: nuclear spins are a real exception

One such explanation lies outside the electronic Hamiltonian. Let the vacancy couple to one spin-1/2 nucleus through \(A\,\mathbf S\cdot\mathbf I\). This term is even under time reversal, but the combined system has \(\Theta^2=(-1)^{3+1}=+1\), and the Kramers guarantee no longer applies to its levels.

For \(|A|\ll\Delta\), the splitting follows from the elements already found. Within the upper doublet, \(S_i\) acts as \(f_i\sigma_i/2\), with

\[
f_x=1-c+\sqrt3s,\quad f_y=-(1-c-\sqrt3s),\quad f_z=1+2c .
\]

The sign of \(f_y\) follows from \(\langle+|\sigma_y|-\rangle=-i\). Writing \(I_i=\tau_i/2\), the coupling becomes \((A/4)\sum_if_i\sigma_i\tau_i\). The three products \(\sigma_i\tau_i\) commute, have eigenvalues \(\pm1\), and multiply to \(-1\). The four first-order shifts are therefore

\[
\tfrac A4(f_x+f_y-f_z),\quad \tfrac A4(f_x-f_y+f_z),
\]
\[
\tfrac A4(-f_x+f_y+f_z),\quad -\tfrac A4(f_x+f_y+f_z).
\]

The second and third differ by \(\frac A2(f_x-f_y)=A(1-c)\). For \(D>0\) this vanishes at \(E=0\) and grows as \(3AE^2/(2D^2)\) for small \(E\). The first and fourth differ by \(\frac A2(f_x+f_y)=\sqrt3As\), which also vanishes at \(E=0\) but grows linearly, as \(3AE/D\). Transverse anisotropy can thus split a zero-field level of the combined system, but on a scale set by \(A\) and not by \(2E\). These formulas assume an isotropic coupling with \(|A|\ll\Delta\). An anisotropic coupling whose axis is tilted from \(z\) splits such pairs even at \(E=0\): with \(D=40\) MHz, principal values 2.4, 1.8 and 1.8 MHz and a tilt of \(109.5^\circ\), a pair from the lower doublet is split by 0.55 MHz. The couplings to neighbouring \(^{13}\)C nuclei are anisotropic and reach tens of MHz, outside the limit used here.

With \(A=2\) MHz, the estimates are \(2\cdot(1-0.918)=0.16\) MHz and \(\sqrt3\cdot2\cdot0.397=1.38\) MHz. Diagonalization gives eight separate levels. The first pair in question, at 44.93 and 45.09 MHz, is 0.16 MHz apart, and the second, at 41.50 and 42.91 MHz, is 1.41 MHz apart.

A second spin-1/2 nucleus, here with a coupling of 3 MHz, makes \(\Theta^2=-1\) again. The sixteen levels then form eight degenerate pairs, as the numerical output shows. These are Kramers pairs of the electron and both nuclei together, and the hyperfine structure between different pairs remains. Before assigning any zero-field structure, the authors must therefore state which nuclear spins are coupled to the vacancy and how strongly.

## Calculated quantities

```
Inputs: D = 40.0 MHz, E = 10.0 MHz, g = 2.0
Theta squared: spin 1 +1, spin 3/2 -1
Spin-3/2 levels (MHz): -43.5890  -43.5890  43.5890  43.5890
Spin-1 levels (MHz): -26.6667  3.3333  23.3333
Delta (MHz): 43.5890
Spin-3/2 line at E = 0 (MHz): 80.0000
Spin-3/2 line with E (MHz): 87.1780
Line shift, full (MHz): 7.1780
Line shift, 3E^2/D (MHz): 7.5000
Spin-1 lines (MHz): 20.0000  30.0000  50.0000
Scan: E | 3/2 line | largest 3/2 doublet splitting | spin-1 splitting (MHz)
  0.0 | 80.0000 | 0.0000 | 0.0000
  5.0 | 81.8535 | 0.0000 | 10.0000
  10.0 | 87.1780 | 0.0000 | 20.0000
  20.0 | 105.8301 | 0.0000 | 40.0000
Random time-even H: largest doublet splitting below 1e-10 MHz: True
c = D/Delta: 0.9177, s = sqrt(3)E/Delta: 0.3974
Weight of |m| = 1/2 in upper doublet: 0.0412
Field factors x, y, z, upper doublet: 0.7706  0.6059  2.8353
Field factors x, y, z, lower doublet: 1.2294  2.6059  0.8353
Stray field (mT): 0.050
g mu_B B / h (MHz): 1.3996
Splitting, B along x (MHz): upper 1.0787, lower 1.7206
Splitting, B along y (MHz): upper 0.8476, lower 3.6469
Splitting, B along z (MHz): upper 3.9682, lower 1.1689
Hyperfine couplings (MHz): first 2.0, second 3.0
One nucleus, lower four levels (MHz): -45.9313  -43.9051  -42.5000  -42.0890
One nucleus, upper four levels (MHz): 41.5000  42.9051  44.9313  45.0890
One nucleus, smallest level spacing (MHz): 0.1577
Two nuclei, lower four pairs (MHz): -47.8107  -43.7594  -42.6907  -40.3214
Two nuclei, upper four pairs (MHz): 39.7026  43.2469  44.4766  47.1560
Two nuclei, largest splitting in a pair below 1e-9 MHz: True
```
